# Resonance energy transfer from the near zone to the radiative zone

**Q.** Two molecules sit far enough apart that their electron clouds do not overlap. One is excited, and later the other is. I know two accounts of this. In Foerster's, a Coulomb interaction moves the energy and the rate falls as $R^{-6}$. In the other, the first molecule emits a photon and the second absorbs it, so the rate falls as $R^{-2}$. Why not simply add the two rates?

**A.** Because both accounts have the same initial and final states, so they are not independent channels whose rates add. Nor is it enough to add a static Coulomb amplitude to a radiated-wave amplitude: both are limits of a single amplitude, which also has a term between them. Let us compute that amplitude and see what it contains.

Let the donor D be at the origin and the acceptor A at $\mathbf R$, both neutral and in vacuum. The transferred energy is $\omega$, and $k=\omega/c$. I use Hartree atomic units with $4\pi\varepsilon_0=\hbar=1$. In the multipolar Hamiltonian, in the electric dipole approximation, the coupling is

$$H_{\rm int}=-\boldsymbol\mu_D\cdot\mathbf E(0)-\boldsymbol\mu_A\cdot\mathbf E(\mathbf R),$$

$$\mathbf E(\mathbf r)=i\sum_{\mathbf p,\lambda}\sqrt{\frac{2\pi cp}{\mathcal V}}\left(\mathbf e\,a\,e^{i\mathbf p\cdot\mathbf r}-\mathbf e^*a^\dagger e^{-i\mathbf p\cdot\mathbf r}\right).$$

Here $\mathbf E$ is the transverse field of this Hamiltonian, $\mathcal V$ the quantization volume and $\mathbf e$ a polarization vector. There is no separate Coulomb term between the molecules.

**Q.** Then you have thrown away the very interaction that Foerster's account needs.

**A.** It has to come back from photon exchange, and we can check whether it does. The lowest order that connects the two states is the second, with two orderings.

In the first, D emits a photon and A absorbs it. The vertices give $(+i)(-i)=1$ and the phase $e^{i\mathbf p\cdot\mathbf R}$. The initial energy minus the intermediate energy is $\omega-cp=c(k-p)$.

In the second, A is excited while emitting a photon, which D then absorbs as it drops to its ground state. The intermediate state has both molecules excited and a photon present, so the difference is $-c(k+p)$. The phase is $e^{-i\mathbf p\cdot\mathbf R}$, which becomes the previous one on relabelling $\mathbf p\to-\mathbf p$.

The polarization sum is $\sum_\lambda e_ie_j^*=\delta_{ij}-\hat p_i\hat p_j$. With $\sum_{\mathbf p}\to\mathcal V\int d^3p/(2\pi)^3$, the amplitude is $M=\mu_{D,i}V_{ij}\mu_{A,j}$, where repeated indices are summed, the $\mu$ are transition dipoles, and

$$V_{ij}=\int\!\frac{d^3p}{(2\pi)^3}\,2\pi p\,(\delta_{ij}-\hat p_i\hat p_j)e^{i\mathbf p\cdot\mathbf R}\left[\frac1{k-p+i0}-\frac1{k+p}\right].$$

The factor $c$ in the field strength has cancelled the one in the denominators. The $+i0$ selects outgoing waves.

**Q.** The second ordering violates energy conservation badly. May I drop it?

**A.** No. As $k\to0$ the two terms in the bracket become equal, each $-1/p$, so dropping one would halve the static interaction. Together they give

$$\frac1{k-p}-\frac1{k+p}=\frac{2p}{k^2-p^2}.$$

The integrand now contains $4\pi p^2(\delta_{ij}-\hat p_i\hat p_j)=4\pi(p^2\delta_{ij}-p_ip_j)$. Acting on $e^{i\mathbf p\cdot\mathbf R}$, $p^2$ is $-\nabla^2$ and $-p_ip_j$ is $+\partial_i\partial_j$. Hence

$$V_{ij}=(-\nabla^2\delta_{ij}+\partial_i\partial_j)\,G,\qquad G=\int\!\frac{d^3p}{(2\pi)^3}\frac{4\pi e^{i\mathbf p\cdot\mathbf R}}{k^2-p^2+i0}.$$

Taking the derivatives outside is understood with a smooth cutoff at large $p$, removed at the end. The angular integral of the exponential is $4\pi\sin(pR)/(pR)$, so

$$G=\frac{2}{\pi R}\int_0^\infty\!\frac{p\sin pR}{k^2-p^2+i0}\,dp=\frac{1}{i\pi R}\int_{-\infty}^{\infty}\!\frac{p\,e^{ipR}}{k^2-p^2+i0}\,dp.$$

The second form holds because the integrand of the first is even, while $p\cos pR$ is odd and integrates to zero. Closing the contour in the upper half plane encloses the pole at $p=k+i0$, whose residue is $-e^{ikR}/2$. The integral is $-i\pi e^{ikR}$, so $G=-e^{ikR}/R$.

Away from the origin $-\nabla^2G=k^2G$, and therefore

$$V_{ij}=-(k^2\delta_{ij}+\partial_i\partial_j)\frac{e^{ikR}}{R}.$$

**Q.** Show me the Coulomb interaction in that.

**A.** Write $x=kR$ and $f=e^{ikR}/R$. For a function of distance,

$$\partial_i\partial_jf=\frac{f'}{R}(\delta_{ij}-\hat R_i\hat R_j)+f''\hat R_i\hat R_j,\qquad f'=-\frac{e^{ix}(1-ix)}{R^2}.$$

The wave equation gives $f''=-k^2f-2f'/R$. So $V$ is diagonal in axes along and across $\mathbf R$. The two transverse eigenvalues are equal:

$$V_\perp=-k^2f-\frac{f'}R=\frac{e^{ix}}{R^3}(1-ix-x^2),$$

$$V_\parallel=-k^2f-f''=\frac{2f'}{R}=-\frac{2e^{ix}}{R^3}(1-ix).$$

At $x\to0$ they become $1/R^3$ and $-2/R^3$, which is the static dipole interaction $(\delta_{ij}-3\hat R_i\hat R_j)/R^3$. At large $x$ the transverse part tends to $-k^2e^{ikR}/R$, a radiated wave, and the longitudinal part is smaller by a factor of order $1/x$. The numerical check integrates over the photon modes at three values of $kR$ and recovers these eigenvalues, with an error of about $10^{-13}$ relative to the largest component.

**Q.** The molecules in my sample point in all directions. What does averaging do?

**A.** Suppose each molecule is oriented isotropically and independently of the other. The average of $\mu_i\mu_j^*$ must then be an isotropic tensor, hence a multiple of $\delta_{ij}$. Its trace is $|\mu|^2$, so $\langle\mu_i\mu_j^*\rangle=|\mu|^2\delta_{ij}/3$, for complex transition dipoles too. Because the orientations are independent, the averages factorize:

$$\langle|M|^2\rangle=V_{ij}V_{kl}^*\,\frac{\mu_D^2\delta_{ik}}3\,\frac{\mu_A^2\delta_{jl}}3=\frac{\mu_D^2\mu_A^2}{9}\sum_{ij}|V_{ij}|^2,$$

with $\mu^2$ short for $|\mu|^2$. The sum is that of the squared moduli of the eigenvalues. The phase $e^{ix}$ drops out, and

$$|1-ix-x^2|^2=(1-x^2)^2+x^2=1-x^2+x^4,\qquad |1-ix|^2=1+x^2,$$

$$R^6\sum_{ij}|V_{ij}|^2=2(1-x^2+x^4)+4(1+x^2)=2(3+x^2+x^4).$$

Let $\rho$ be the acceptor's density of final states per unit energy at $\omega$. The golden rule, $w=2\pi\langle|M|^2\rangle\rho$, then gives

$$\boxed{\,w=\frac{4\pi}{9}\,\mu_D^2\mu_A^2\,\rho\;\frac{3+k^2R^2+k^4R^4}{R^6}\,}$$

**Q.** You assumed independent orientations. Does that matter, if everything is averaged anyway?

**A.** It does. Take real dipoles locked parallel to each other and tumbling as a pair, with $u$ the cosine of their angle to $\mathbf R$. For unit dipoles the amplitude is $V_\perp(1-u^2)+V_\parallel u^2$. The averages of $(1-u^2)^2$, $u^4$ and $u^2(1-u^2)$ are $8/15$, $1/5$ and $2/15$. The cross term needs

$$R^6\,{\rm Re}(V_\perp V_\parallel^*)=-2\,{\rm Re}[(1-x^2-ix)(1+ix)]=-2.$$

The mean square, times $R^6$, is

$$\tfrac8{15}(1-x^2+x^4)+\tfrac45(1+x^2)-\tfrac8{15}=\tfrac4{15}(3+x^2+2x^4),$$

which is a different polynomial.

Also, $w$ is a mean rate. If orientations stay frozen during the transfer, each pair has its own rate, and the ensemble does not decay as a single exponential.

**Q.** An $R^{-2}$ term alone does not convince me that this is emission followed by absorption. The prefactor could be wrong.

**A.** Then let us compute the two processes separately. The donor's spontaneous emission rate follows from the golden rule over photon modes. The angular integral of $\sum_\lambda|\mathbf e\cdot\boldsymbol\mu_D|^2$ is $8\pi\mu_D^2/3$, and the energy delta function contributes $1/c$:

$$\Gamma=2\pi\,(2\pi ck)\,\frac{k^2}{(2\pi)^3c}\,\frac{8\pi}{3}\mu_D^2=\frac43k^3\mu_D^2.$$

For absorption, one photon in the volume $\mathcal V$ has flux $c/\mathcal V$. Dividing the averaged absorption rate by it gives the cross section

$$\sigma=\frac{\mathcal V}{c}\,2\pi\,\frac{2\pi ck}{\mathcal V}\,\frac{\mu_A^2}{3}\,\rho=\frac{4\pi^2}{3}k\mu_A^2\rho.$$

Averaged over donor orientations, the emitted photons spread evenly over a sphere, and the acceptor intercepts the fraction $\sigma/(4\pi R^2)$. The resulting rate is

$$\frac{\Gamma\sigma}{4\pi R^2}=\frac{4\pi}{9}\,\mu_D^2\mu_A^2\rho\,\frac{k^4}{R^2}.$$

This is the $x^4$ term, prefactor included. The whole rate can therefore be written as

$$w=\frac{\Gamma\sigma}{4\pi R^2}\left(1+\frac1{x^2}+\frac3{x^4}\right).$$

**Q.** And the other end is Foerster's rate, with his orientation factor?

**A.** Yes. For $x\ll1$ the coupling is $\mu_D\mu_A\kappa/R^3$, where $\kappa$ depends on the angles. Our average gives $\langle\kappa^2\rangle=2\cdot3/9=2/3$. The last term in the bracket above becomes

$$w_F=\Gamma\left(\frac{R_0}{R}\right)^6,\qquad R_0^6=\frac{3\sigma}{4\pi k^4}.$$

This $R_0$ is defined against the radiative rate. If the donor also has nonradiative decay, the distance at which transfer equals its total decay is shorter.

**Q.** There is still the $x^2$ term. Is there a third regime, with $R^{-4}$?

**A.** Not in the average over independent orientations. For fixed orientations there can be one: two dipoles along $\mathbf R$ couple only through $V_\parallel$, and $|V_\parallel|^2=4(1+x^2)/R^6$ falls as $R^{-4}$ for $x\gg1$. In the average, the share of the $x^2$ term in the rate is

$$\frac{x^2}{3+x^2+x^4}=\frac1{1+x^2+3/x^2}.$$

The denominator is smallest at $x^4=3$, where the share is $1/(1+2\sqrt3)\approx0.224$. At that same distance the outer terms are equal. The local exponent falls smoothly from 6 to 2:

$$n=-\frac{d\ln w}{d\ln R}=6-\frac{2x^2+4x^4}{3+x^2+x^4}.$$

**Q.** Give me distances. I suspect the far zone is out of reach.

**A.** Take a model pair with $\omega=0.075$ hartree and both transition dipoles equal to 2 a.u. The acceptor has a Lorentzian line centred on $\omega$, of full width $\gamma=0.004$ hartree, and the donor line is much narrower. At the line centre

$$\rho=\frac{2}{\pi\gamma}=\frac{2}{\pi\times0.004}=159\ \text{hartree}^{-1}.$$

The wavenumber is $k=0.075/137.036=5.473\times10^{-4}$ bohr$^{-1}$. Then

$$\Gamma=\tfrac43(5.473\times10^{-4})^3\,2^2=8.74\times10^{-10}\ \text{a.u.},$$

or $3.61\times10^7$ s$^{-1}$, and

$$\sigma=\tfrac{4\pi^2}{3}(5.473\times10^{-4})\,2^2\,(159.15)=4.59\ \text{bohr}^2.$$

These give $R_0=152$ bohr, or 8.03 nm. The outer terms cross at $R=3^{1/4}/k=2405$ bohr, or 127 nm. At 2000 bohr, for instance, $x=1.095$ and the polynomial is 5.634, so

$$w=\frac{4\pi}{9}\,(2^2)(2^2)(159.15)\,\frac{5.634}{2000^6}=3.13\times10^{-16}\ \text{a.u.}$$

| $R$ (bohr) | $w$ (a.u.) | $w/w_F$ | $n$ |
|---|---|---|---|
| 100 | $1.07\times10^{-8}$ | 1.001 | 6.00 |
| 1000 | $1.21\times10^{-14}$ | 1.13 | 5.72 |
| 2000 | $3.13\times10^{-16}$ | 1.88 | 4.56 |
| 20000 | $8.04\times10^{-19}$ | 4826 | 2.02 |

At 100 bohr the rate is $4.41\times10^8$ s$^{-1}$, about twelve times the emission rate. Your suspicion is fair for a single pair: where the radiative term takes over, $w$ is already below $\Gamma$ by more than six orders of magnitude. In a large sample, though, one donor has many distant acceptors. At fixed density their number in a shell grows as $R^2$, which offsets the $R^{-2}$ of the radiative term until absorption along the way weakens the light.

**Q.** So a far acceptor speeds up the donor's decay by $w$, if only slightly?

**A.** That holds in the near zone but not, in general, in the far zone. Let $c_D$ and $c_A$ be the amplitudes for the excitation to be on D or on A, at resonance and with real dipoles, so that $M$ is the same in both directions. Suppose A loses its excitation nonradiatively at the rate $\gamma$, its own radiative rate $\Gamma_A\ll\gamma$ is neglected, and the donor amplitude hardly changes during the transit time $R/c$. Then

$$\dot c_D=-\tfrac\Gamma2c_D-iMc_A,\qquad \dot c_A=-\tfrac\gamma2c_A-iMc_D.$$

For $\gamma\gg\Gamma,|M|$ the acceptor follows the donor, $c_A\approx-2iMc_D/\gamma$. Per excited donor, energy arrives at A at the rate

$$\gamma\frac{|c_A|^2}{|c_D|^2}=\frac{4|M|^2}{\gamma}=2\pi|M|^2\rho,$$

which is the golden-rule rate. Inserting $c_A$ in the first equation gives $\dot c_D=-(\Gamma/2+2M^2/\gamma)c_D$, so the donor's decay rate changes by $4\,{\rm Re}(M^2)/\gamma$. This contains $M^2$, not $|M|^2$.

In the near zone $M$ is nearly real and the two agree, except for the rare orientations at which the static coupling almost vanishes. In the far zone $M^2$ carries the phase $e^{2ikR}$, the round trip of a wave scattered back to the donor, and the change oscillates in sign. In the example the orientation-averaged change, divided by the averaged transfer rate, is 1.00 at 100 bohr, 0.73 at 2000 bohr and $-0.96$ at 20000 bohr. At the last distance the acceptor slightly slows the donor's decay while still receiving energy. These ratios belong to the model. They assume that the acceptor responds only through the resonant transition; the background polarizability of a real molecule shifts them where $kR$ is not small. They also assume a donor line narrow compared with $c/R$. A broader emission band averages over the phase $2kR$ and damps the oscillation: with a Gaussian donor band of full width 0.004 hartree the ratio is about $-0.68$ at 20000 bohr and close to zero at 100000 bohr.

**Q.** Then where does that energy come from?

**A.** From light that would otherwise have escaped. The rate of radiation from the pair is the donor's decay rate minus the rate of arrival at A:

$$\Gamma+\frac{4}{\gamma}\left[{\rm Re}(M^2)-|M|^2\right]=\Gamma-\frac{8({\rm Im}\,M)^2}{\gamma}.$$

This leaves out the acceptor's own emission, which adds $\Gamma_A|c_A|^2/|c_D|^2=w\,\Gamma_A/\gamma$. In the far zone that is negligible beside $w$, though in the near zone, where ${\rm Im}\,M$ is tiny, it can outweigh the last term above: in the example at 100 bohr it is about eighteen times larger on average. In the far zone, to leading order in $1/kR$, $M$ is a real number times $e^{ikR}$, provided the components of the two dipoles across $\mathbf R$ have a nonzero scalar product. The donor's decay rate then changes by $w\cos2kR$ and the radiated power falls by $2w\sin^2kR$. (If that product vanishes, as for two dipoles along $\mathbf R$, only the weaker $V_\parallel\approx2ix\,e^{ix}/R^3$ remains; the change becomes $-w\cos2kR$ and the fall $2w\cos^2kR$.) Averaged over distances spanning a wavelength, the first vanishes and the second equals $w$. In that averaged sense the far-zone $w$ counts photons caught on their way out and should not be added to $\Gamma$ as a further decay channel.

**Q.** My spectra are broad. Which $k$ do I put in?

**A.** There is no single one. Let $D(\omega)$ and $A(\omega)$ be the densities of squared transition dipole for donor emission and acceptor absorption. Summing the golden rule over all energy-conserving pairs of transitions gives

$$w=\frac{4\pi}{9R^6}\int d\omega\,D(\omega)A(\omega)\left(3+\frac{\omega^2R^2}{c^2}+\frac{\omega^4R^4}{c^4}\right).$$

The polynomial keeps its form, with $k^2$ and $k^4$ replaced by their averages weighted with the overlap $D(\omega)A(\omega)$. A single $k$ suffices when that overlap is narrow compared with $\omega$.

**Q.** And when should I not trust the formula at all?

**A.** At short distance it fails when the molecules' size is no longer small compared with $R$: higher multipoles enter, and then overlap and exchange. It also fails when $|M|$ is comparable with the line width, because the excitation can then return before it is lost and the golden rule no longer applies. In the example the root-mean-square coupling at 100 bohr is $8\times10^{-4}$ of the width, so that condition is met. Finally, the derivation is for vacuum. A surrounding medium changes both the local fields and the propagation of the light, and neither change is included here.

## Computed values

```
INPUTS (model pair)
transition energy           0.075 hartree
donor transition dipole     2.0 a.u.
acceptor transition dipole  2.0 a.u.
acceptor full line width    0.004 hartree
DERIVED QUANTITIES
speed of light              137.036 a.u.
wavenumber k                5.4730e-04 1/bohr
1/k                         1827.1 bohr
1/k                         96.69 nm
density of final states     159.15 1/hartree
emission rate               8.7434e-10 a.u.
emission rate               3.6146e+07 1/s
absorption cross section    4.5851 bohr^2
Foerster radius             151.73 bohr
Foerster radius             8.029 nm
crossover distance          2404.7 bohr
crossover distance          127.25 nm
kR at crossover             1.3161
largest share of x^2 term   0.2240
mean squared orient. factor 0.666667
mode-sum relative error     1.6e-13
RATES: R in bohr, rates in a.u.
R        kR        full        Foerster    radiative
100      0.05473   1.0677e-08  1.0667e-08  3.1902e-14
500      0.27365   7.0098e-13  6.8267e-13  1.2761e-15
1000     0.54730   1.2051e-14  1.0667e-14  3.1902e-16
2000     1.09460   3.1299e-16  1.6667e-16  7.9754e-17
5000     2.73651   1.5147e-17  6.8267e-19  1.2761e-17
20000    10.94603  8.0437e-19  1.6667e-22  7.9754e-19
RATIOS: exponent n = -dln(w)/dln(R);
change = donor decay change / transfer rate
R        3+x^2+x^4    full/Foerster  n        change
100      3.00300      1.00100        5.9980   1.0000
500      3.08049      1.02683        5.9441   0.9998
1000     3.38926      1.12975        5.7174   0.9904
2000     5.63373      1.87791        4.5554   0.7305
5000     66.56568     22.18856       2.4053   0.4914
20000    14478.58097  4826.19366     2.0174   -0.9632
CHECKS OF THE ASSUMPTIONS
rms coupling at 100 bohr    3.2676e-06 hartree
rms coupling / line width   8.17e-04
emission rate * R/c, max R  1.28e-07
full rate at 100 bohr       4.4142e+08 1/s
```
